# The direction of zero strain in an equibiaxially stressed cubic film

## Problem

A cubic crystal film has its cube axes $x_1$ and $x_2$ in the plane and $x_3$ along the normal. The substrate puts it under a uniform, equal biaxial stress

$$\sigma_{11}=\sigma_{22}=\sigma\neq 0,\qquad \text{all other }\sigma_{ij}=0 .$$

Tension is positive. Strain is measured from the unstressed cubic lattice at the same temperature, and linear elasticity holds. The film is nonpolar, and it has no spontaneous strain of any other origin.

(a) In the (010) plane, find the angle $\psi$ from the normal at which the normal strain vanishes, in terms of the compliances $s_{11}$ and $s_{12}$.

(b) Which stable cubic crystals have such a direction, and how large can the angle be?

(c) Does a material line along this direction remain unchanged?

(d) A strontium titanate film has $c_{11}=320$ GPa, $c_{12}=100$ GPa and an unstressed lattice parameter $a_0=0.3905$ nm. These are rough typical values near room temperature. It is held coherently on a substrate that imposes the in-plane parameter $a_\parallel=0.3870$ nm. Find the stress, the strains and the angle, and show how X-ray diffraction can use the direction to recover $a_0$.

## Hints

1. The normal strain along a unit vector $\mathbf n$ is $\mathbf n\cdot\boldsymbol\varepsilon\cdot\mathbf n$. It is the first-order fractional change in length along $\mathbf n$, and also in the spacing of planes normal to $\mathbf n$.
2. Free the top surface of traction, but do not set its normal strain to zero. What does a lateral squeeze do to the thickness?
3. For (b), the elastic energy must be positive for every stress. Try a hydrostatic stress and the stress $(1,-1,0)$.
4. For (c), resolve the displacement of the tip of $\mathbf n$ along and across $\mathbf n$.
5. For (d), write the reciprocal vector of an $(h0l)$ plane in terms of its length $1/d$ and its tilt $\psi$.

## Solution

### (a) The direction

In the cube axes, Hooke's law for the normal components is

$$\varepsilon_{11}=s_{11}\sigma_{11}+s_{12}(\sigma_{22}+\sigma_{33}),$$

with the other two obtained by permuting the indices. Inserting the stress gives

$$\varepsilon_{11}=\varepsilon_{22}=(s_{11}+s_{12})\sigma,\qquad \varepsilon_{33}=2s_{12}\sigma .$$

The shear strains in these axes are proportional to the corresponding shear stresses, which are zero. The shear compliance $s_{44}$ therefore does not enter.

A unit vector in the (010) plane at angle $\psi$ from the normal is $\mathbf n=(\sin\psi,0,\cos\psi)$. Along it,

$$\begin{aligned}
\varepsilon(\psi)&=\varepsilon_{11}\sin^2\psi+\varepsilon_{33}\cos^2\psi\\
&=\sigma\left[(s_{11}+s_{12})\sin^2\psi+2s_{12}(1-\sin^2\psi)\right]\\
&=\sigma\left[2s_{12}+(s_{11}-s_{12})\sin^2\psi\right].
\end{aligned}$$

The last line collects the coefficient of $\sin^2\psi$, which is $s_{11}+s_{12}-2s_{12}=s_{11}-s_{12}$. Since $\sigma\neq0$, the bracket must vanish:

$$\boxed{\sin^2\psi_0=-\frac{2s_{12}}{s_{11}-s_{12}}}$$

With the usual negative $s_{12}$, the right-hand side is positive. A compressed film shrinks in its plane and swells along its normal, so the strain changes sign at some tilt between the two. Under tension both signs reverse and the crossing stays in place. The magnitude of the stress cancels as well: a film that relaxes partly, while its stress remains equal biaxial, keeps the same $\psi_0$.

The (010) plane is not special here. Because $\varepsilon_{11}=\varepsilon_{22}$ and $\varepsilon_{12}=0$, every in-plane direction has the same strain. The zero-strain directions form a cone of half-angle $\psi_0$ about the normal.

### (b) Existence and range

The elastic energy density is $\tfrac12\sum_{ij}s_{ij}\sigma_i\sigma_j$ for normal stresses. For the stress $(1,1,1)$ it is $\tfrac32(s_{11}+2s_{12})$, and for $(1,-1,0)$ it is $s_{11}-s_{12}$. Stability therefore requires

$$s_{11}+2s_{12}>0,\qquad s_{11}-s_{12}>0 .$$

The denominator of the result is positive, so its sign is that of $-s_{12}$. There are three cases.

- If $s_{12}<0$, then $\sin^2\psi_0>0$. It is also below 1 provided $-2s_{12}<s_{11}-s_{12}$, that is, $s_{11}+s_{12}>0$. This follows from stability, because
$$s_{11}+s_{12}=\tfrac23(s_{11}+2s_{12})+\tfrac13(s_{11}-s_{12})>0 .$$
- If $s_{12}=0$, the thickness does not respond to the in-plane stress, and the zero-strain direction is the normal itself.
- If $s_{12}>0$, the normal and in-plane strains have the same sign, and no direction of zero strain exists.

The upper limit of the angle is easiest to see with stiffnesses. A hydrostatic load and the load $(1,-1,0)$ each produce a strain of the same form as the stress, so the two moduli invert separately:

$$s_{11}+2s_{12}=\frac1{c_{11}+2c_{12}},\qquad s_{11}-s_{12}=\frac1{c_{11}-c_{12}} .$$

Subtracting the second from the first and dividing by 3,

$$s_{12}=\frac13\,\frac{(c_{11}-c_{12})-(c_{11}+2c_{12})}{(c_{11}-c_{12})(c_{11}+2c_{12})}
=-\frac{c_{12}}{(c_{11}-c_{12})(c_{11}+2c_{12})} .$$

Multiplying by $-2$ and dividing by $s_{11}-s_{12}$ cancels the factor $c_{11}-c_{12}$:

$$\sin^2\psi_0=\frac{2c_{12}}{c_{11}+2c_{12}} .$$

For $c_{12}>0$ this grows with $c_{12}/c_{11}$. Stability requires $c_{12}<c_{11}$, so $\sin^2\psi_0<2/3$ and $\psi_0<\arcsin\sqrt{2/3}\approx54.74^\circ$.

An isotropic film has $s_{11}=1/E$ and $s_{12}=-\nu/E$, with $E$ Young's modulus and $\nu$ Poisson's ratio. Then $\sin^2\psi_0=2\nu/(1+\nu)$. It vanishes at $\nu=0$ and tends to $2/3$ as $\nu\to\tfrac12$. In that second limit the volume is conserved and $\varepsilon_{33}=-2\varepsilon_{11}$.

### (c) What does change

The strain moves the tip of $\mathbf n$ by $\boldsymbol\varepsilon\cdot\mathbf n$. Its component along $\mathbf n$ vanishes at $\psi_0$. The unit vector across $\mathbf n$, pointing towards larger $\psi$, is $\mathbf t=(\cos\psi,0,-\sin\psi)$, and

$$\mathbf t\cdot\boldsymbol\varepsilon\cdot\mathbf n
=\varepsilon_{11}\cos\psi\sin\psi-\varepsilon_{33}\sin\psi\cos\psi
=(\varepsilon_{11}-\varepsilon_{33})\sin\psi\cos\psi .$$

This is the small angle, in radians, through which the line turns. For $s_{12}<0$ the line keeps its length to first order but not its orientation. Nor is the direction free of stress: the normal stress along it is $\mathbf n\cdot\boldsymbol\sigma\cdot\mathbf n=\sigma\sin^2\psi_0$. If $s_{12}=0$, the line is the film normal itself, and both the turn and this stress vanish.

### (d) The strontium titanate film

**Stress and angle.** From the inversion above,

$$s_{12}=-\frac{100}{220\times520}\ \text{GPa}^{-1}=-0.874\ \text{TPa}^{-1}.$$

Adding $1/(c_{11}-c_{12})$ gives $s_{11}=3.671\ \text{TPa}^{-1}$. The substrate fixes the in-plane strain:

$$\varepsilon_{11}=\frac{0.3870}{0.3905}-1=-0.896\% .$$

Hence

$$\sigma=\frac{\varepsilon_{11}}{s_{11}+s_{12}}=\frac{-0.00896}{2.797\ \text{TPa}^{-1}}=-3.20\ \text{GPa},
\qquad \varepsilon_{33}=2s_{12}\sigma=0.560\% .$$

The normal lattice parameter is $a_\perp=a_0(1+\varepsilon_{33})=0.39269$ nm. The angle follows from

$$\sin^2\psi_0=\frac{2\times100}{320+200}=0.385,\qquad \psi_0=38.3^\circ .$$

A material line along this direction turns by $(-0.00896-0.00560)\sin\psi_0\cos\psi_0$, or $-0.41^\circ$. The minus sign means towards the normal, as expected for a film squeezed sideways.

**The diffraction relation.** An $(h0l)$ plane of the strained film has the reciprocal vector $(h/a_\parallel,0,l/a_\perp)$. Its length is $1/d$, and its tilt from the film normal is the measured angle $\psi$. Therefore

$$h=\frac{a_\parallel\sin\psi}{d},\qquad l=\frac{a_\perp\cos\psi}{d} .$$

Define the apparent cubic parameter $a(\psi)=d\sqrt{h^2+l^2}$, which is what a cubic indexing would assign to this one reflection. Squaring and adding the two relations gives

$$a(\psi)^2=a_\parallel^2\sin^2\psi+a_\perp^2\cos^2\psi .$$

Now put $a_\parallel=a_0(1+\varepsilon_{11})$ and $a_\perp=a_0(1+\varepsilon_{33})$, and set $\psi=\psi_0$. The terms linear in strain add up to $2\varepsilon(\psi_0)=0$, leaving

$$a(\psi_0)^2=a_0^2\left[1+\varepsilon_{11}^2\sin^2\psi_0+\varepsilon_{33}^2\cos^2\psi_0\right].$$

The reading at $\psi_0$ is the unstressed parameter, apart from terms of second order in strain.

**The reading.** No low-index reflection need lie at $\psi_0$, so one interpolates. To first order in strain, $a(\psi)=a_\perp+(a_\parallel-a_\perp)\sin^2\psi$, a straight line in $\sin^2\psi$. The relations above give, for this film:

| Reflection | $\psi$ | $\sin^2\psi$ | $a(\psi)$ |
|---|---|---|---|
| (103) | 18.69° | 0.1027 | 0.39211 nm |
| (101) | 45.42° | 0.5073 | 0.38981 nm |

The (101) normal lies beyond $45^\circ$. Plane normals tilt away from the film normal under compression, opposite to the material lines of part (c). At $\sin^2\psi_0=0.3846$ the straight line gives

$$a=0.39211-0.00230\times\frac{0.3846-0.1027}{0.5073-0.1027}=0.39051\ \text{nm}.$$

This returns the input $a_0=0.3905$ nm. The data were generated by the same elastic model, so the agreement illustrates the procedure and is not evidence about a real film. Taking $a_\perp$ itself for $a_0$ would give a value 2.19 pm too large.

**What the model leaves out.** The errors below are in the value read at $\psi_0$, relative to the true $a_0$.

- *Finite strain.* Half the second-order bracket is $\tfrac12(\varepsilon_{11}^2\sin^2\psi_0+\varepsilon_{33}^2\cos^2\psi_0)=2.5\times10^{-5}$. Multiplied by $a_0$, it gives 0.01 pm. This number assumes Hooke's law in the strains $\varepsilon_i$ used above. The same law written in the finite strains $\eta_i$ of the next item gives no error at $\psi_0$, so linear elasticity alone does not fix the second-order term.
- *Nonlinear elasticity.* With the finite strains $\eta_i=[(1+\varepsilon_i)^2-1]/2$, add to the quadratic energy the terms $\tfrac16c_{111}\sum_i\eta_i^3+\tfrac12c_{112}\sum_{i\neq j}\eta_i^2\eta_j$. Rough constants are $c_{111}=-5000$ GPa and $c_{112}=-800$ GPa; the term in $\eta_1\eta_2\eta_3$ is set to zero. Minimizing numerically over the normal strain, at fixed in-plane strain, gives an error of 0.05 pm, finite strain included. The line of unchanged length then lies at $38.8^\circ$, measured in the unstressed lattice, and the compressive stress is about 3.4 GPa instead of 3.2 GPa. A coefficient of $\pm500$ GPa for the omitted term would change the error by about $\mp0.03$ pm.
- *Uncertain stiffness.* If $c_{12}$ is taken 5% too high, the formula gives $\sin^2\psi_0=210/530$ and $\psi_0=39.0^\circ$. To first order in strain, reading there gives an error of $-0.07$ pm.

Temperature acts differently. With a rough expansion coefficient of $10^{-5}$ K$^{-1}$, warming by 100 K raises $a_0$ itself by 0.39 pm. This is no reading error, but the result must be compared with a reference at the same temperature.

**The real case.** The lattice parameters describe a coherent strontium titanate film on a substrate with a lattice about 1% smaller. A stress of $-3.2$ GPa is large and presupposes a film thin enough to stay coherent; the equilibrium (Matthews–Blakeslee) estimate of that thickness is of order 5 to 10 nm for this misfit, though real films can stay coherent beyond it. Thicker films relax by forming misfit dislocations; if they relax equally along both axes, $\psi_0$ is unaffected. Films may also have an altered composition that expands the lattice. If the expansion is isotropic and leaves $c_{12}/c_{11}$ unchanged, the reading at $\psi_0$ returns the expanded unstressed parameter, whereas $a_\perp$ mixes expansion with stress. Two assumptions that can fail in a device, equal stress and the absence of spontaneous strain, are treated next.

## Variation 1: unequal stresses

*Let $\sigma_{11}=\sigma$ and $\sigma_{22}=r\sigma$, with $0<r\le1$ and $s_{12}<0$. What becomes of the cone?*

Hooke's law now gives

$$\varepsilon_{11}=(s_{11}+rs_{12})\sigma,\quad
\varepsilon_{22}=(rs_{11}+s_{12})\sigma,\quad
\varepsilon_{33}=(1+r)s_{12}\sigma .$$

In the (010) plane, zero strain requires $\varepsilon_{33}+(\varepsilon_{11}-\varepsilon_{33})\sin^2\psi=0$. The difference is $\varepsilon_{11}-\varepsilon_{33}=(s_{11}-s_{12})\sigma$, so

$$\sin^2\psi_{(010)}=-\frac{(1+r)s_{12}}{s_{11}-s_{12}} .$$

In the (100) plane, $\varepsilon_{22}$ replaces $\varepsilon_{11}$, and $\varepsilon_{22}-\varepsilon_{33}=r(s_{11}-s_{12})\sigma$. The right-hand side is then larger by the factor $1/r$. For $r<1$ the cone is no longer circular. It is an elliptical cone about the normal as long as this larger value stays below 1, that is, for $r>-s_{12}/s_{11}$. For $r$ below that bound, $\varepsilon_{22}$ has the same sign as $\varepsilon_{33}$, and the (100) plane contains no direction of zero strain. As $r\to0$, the stress becomes uniaxial: $\sin^2\psi_{(010)}$ falls to half its equal-stress value, while in the (100) plane $\varepsilon_{22}=\varepsilon_{33}$ and no zero remains.

For the example's compliances and $r=0.9$, the angles are $37.2^\circ$ in the (010) plane and $39.6^\circ$ in the (100) plane. Suppose one still reads at $38.3^\circ$ in the (010) plane, with $\sigma_{11}$ held at $-3.20$ GPa. Lowering $|\sigma_{22}|$ by 10% changes both $\varepsilon_{11}$ and $\varepsilon_{33}$ by $-0.1\,s_{12}\sigma=-2.8\times10^{-4}$. The strain along $\mathbf n$ changes by the same amount, and the error is $-0.11$ pm to first order in strain. Measuring in both planes reveals the imbalance.

## Variation 2: a film with its own strain

*The film now has a stress-free strain $(q_1,q_1,q_3)$ relative to the cubic lattice, caused by polarization along the normal or by rotations of its oxygen octahedra. The substrate holds $\varepsilon_{11}$ fixed. How does the reading change?*

Hooke's law applies to the strain in excess of the stress-free one:

$$\varepsilon_{11}=q_1+(s_{11}+s_{12})\sigma,\qquad \varepsilon_{33}=q_3+2s_{12}\sigma .$$

Solve the first for $\sigma$, insert it in the second, and write $\kappa=-2s_{12}/(s_{11}+s_{12})$, which is 0.625 here:

$$\varepsilon_{33}=-\kappa\,\varepsilon_{11}+(q_3+\kappa q_1) .$$

The bracket is the added normal strain. At the old $\psi_0$ it produces the reading error $a_0(q_3+\kappa q_1)\cos^2\psi_0$.

**Polarization.** Electrostriction gives $q_3=Q_{11}P^2$ and $q_1=Q_{12}P^2$, with rough values $Q_{11}=0.046$ and $Q_{12}=-0.013$ m$^4$/C$^2$. First one must know whether the film polarizes by itself. In a harmonic model, the unstressed crystal has energy density $P^2/(2\epsilon_0\epsilon_r)$, with $\epsilon_r=300$ taken as a rough value. At fixed total strain, polarization changes each in-plane elastic strain by $-Q_{12}P^2$. To order $P^2$, the elastic energy changes by stress times strain, summed over two axes: $-2Q_{12}\sigma P^2$. The second derivative of the total energy is

$$\frac1{\epsilon_0\epsilon_r}-4Q_{12}\sigma=(3.77-1.67)\times10^8=2.10\times10^8\ \text{V m/C}.$$

For in-plane polarization, the two elastic strains change by $-Q_{11}P^2$ and $-Q_{12}P^2$. The second derivative is then $1/(\epsilon_0\epsilon_r)-2(Q_{11}+Q_{12})\sigma=5.88\times10^8$ V m/C. Both are positive, so in this model the nonpolar state is locally stable. Compression softens it along the normal and stiffens it in the plane. The normal value assumes no depolarizing field, as in a film between electrodes, and the model says nothing about stability against octahedral rotations.

A field of 0.1 MV/cm along the normal then induces $P=10^7/(2.10\times10^8)$ C/m², or 4.8 µC/cm², in linear response. The added normal strain is $(0.046-0.625\times0.013)P^2=8.6\times10^{-5}$, and the reading error is 0.02 pm. The harmonic model overestimates $P$ at this field: an energy term of about $2\times10^9\,P^4$ J/m$^3$ (a rough value, $P$ in C/m²) lowers it to about 4.4 µC/cm², and the error still rounds to 0.02 pm.

**Octahedral rotations.** A rotation about the normal has $q_1<0$, so the term $-2q_1\sigma$ lowers its energy under compression and raises its transition above the bulk value near 105 K; its absence in a given film must be checked. For an order of magnitude, assume a volume-conserving strain with $q_3-q_1=0.05\%$, so that $q_3=0.033\%$ and $q_1=-0.017\%$. The added normal strain is $2.3\times10^{-4}$, and the error is 0.06 pm.

These corrections are small beside $\varepsilon_{33}=0.56\%$. A film well inside its ferroelectric phase can be another matter. With the constants above, $q_3-q_1=(Q_{11}-Q_{12})P^2$ reaches 1% at $P\approx41$ µC/cm². The added strain $(0.046-0.625\times0.013)P^2$ is then about 0.64%, larger than $\varepsilon_{33}$ itself. The compliance formula would then no longer locate the direction in which the cubic parameter is preserved. One must include $q_1$ and $q_3$, or measure in the nonpolar phase.

All numerical values are calculated from the stated model.
